# Mean pore chord of a low-k film from porosity and area

## Problem

A porous low-k film has porosity $\phi = 0.30$, the fraction of the film volume occupied by pores. Its pore-wall area is $S_v = 900\ \mathrm{m^2}$ per $\mathrm{cm^3}$ of film, solid and pores together. The pore space is statistically isotropic and homogeneous, and the sample is large compared with a pore.

Straight lines are laid through the film, uniformly in position. Each unbroken segment of a line that lies inside a pore is a pore chord, and each chord is counted once.

(a) Show that the mean pore chord is $\bar\ell = 4V/S$, where $V$ is the pore volume and $S$ the pore-wall area of the same piece of film.

(b) Show that this film has $\bar\ell = 1.33$ nm.

(c) Find the mean chord in the solid between the pores.

(d) What pore diameter follows if the pores are separate equal spheres? What if they are separate, long, equal circular cylinders with random orientations?

## Hints

**Hint 1.** A mean length is a total length divided by a number of chords. Find the two separately, first for parallel lines.

**Hint 2.** Let each line stand for a thin rod. What do the parts of the rods inside the pores add up to?

**Hint 3.** Count chords by their ends, which lie on the pore wall. A tilted piece of wall catches fewer lines than one that faces them.

**Hint 4.** In an isotropic pore space the wall normals point equally in all directions. Average the tilt factor over a sphere.

**Hint 5.** For (c), ask which of $V$ and $S$ changes when pore and solid exchange roles.

## Solution

### (a) The mean-chord relation

**Total length.** Take parallel lines along a unit vector $\mathbf u$. Let $\nu$ be the number of lines per unit area of a plane perpendicular to $\mathbf u$, and let the lines cover that plane evenly and densely. Each line then represents a rod of cross-section $1/\nu$. A chord of length $\ell_i$ represents a pore volume $\ell_i/\nu$, and these volumes together fill the pores:

$$
\sum_i \frac{\ell_i}{\nu} = V
\quad\Longrightarrow\quad
\sum_i \ell_i = \nu V .
$$

This total does not depend on the direction $\mathbf u$ or on the shape of the pores.

**Number of chords.** Let $\mathbf n$ be the unit normal of a small wall element of area $dS$. Seen along $\mathbf u$, the element has the projected area $|\mathbf n\cdot\mathbf u|\,dS$, so it is crossed by $\nu|\mathbf n\cdot\mathbf u|\,dS$ lines. The absolute value is needed because a line entering a pore and a line leaving it both count as crossings. The total number of crossings is the integral over the whole wall.

Each chord has two ends, one where the line enters the pore and one where it leaves. The number of chords is therefore half the number of crossings:

$$
N(\mathbf u) = \frac{\nu}{2}\int |\mathbf n\cdot\mathbf u|\,dS .
$$

Lines that merely graze the wall form a set of zero area and do not matter. Chords cut short by the outer faces of the film are neglected here and are estimated below.

**Division.** The line density cancels:

$$
\bar\ell(\mathbf u)=\frac{\nu V}{N(\mathbf u)}
=\frac{V}{\tfrac12\int|\mathbf n\cdot\mathbf u|\,dS}. \tag{1}
$$

So far isotropy has not been used.

**Isotropic average.** Let $\theta$ be the angle between $\mathbf n$ and $\mathbf u$. Isotropy means that equal solid angles of normal direction hold equal wall areas. The ring between $\theta$ and $\theta+d\theta$ has solid angle $2\pi\sin\theta\,d\theta$ out of $4\pi$, so it holds the fraction $\tfrac12\sin\theta\,d\theta$ of the wall. Hence

$$
\langle|\cos\theta|\rangle
=\frac12\int_0^{\pi}|\cos\theta|\sin\theta\,d\theta
=\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=\int_0^1\mu\,d\mu=\frac12 .
$$

The second equality holds because the two hemispheres contribute equally, and the third uses $\mu=\cos\theta$. The integral in (1) is thus $S/2$, and

$$
\bar\ell=\frac{V}{\tfrac12\cdot\tfrac12 S}=\frac{4V}{S}. \tag{2}
$$

One factor of 2 comes from the two ends of a chord, the other from the average tilt of the wall.

**What isotropy does.** If the pore space is anisotropic, (2) still holds provided that the lines are spread evenly over all directions, with the same density $\nu$ for each. The total length is $\nu V$ for every direction. The chord count must be averaged over $\mathbf u$ at fixed $\mathbf n$, which gives the same factor $\tfrac12$ and an average count of $\nu S/4$. In an isotropic pore space, lines along a single direction suffice.

The pores may be connected or irregular. What is required is a wall of definite area. If finer resolution kept revealing more area, $S$ would grow and $\bar\ell$ would shrink, and a value would have meaning only together with its resolution.

### (b) The number

Let the piece of film have volume $V_f$. Then $V=\phi V_f$ and $S=S_vV_f$, so $V_f$ cancels:

$$
\bar\ell=\frac{4\phi V_f}{S_vV_f}=\frac{4\phi}{S_v}. \tag{3}
$$

Since $1\ \mathrm{m^2}=10^{18}\ \mathrm{nm^2}$ and $1\ \mathrm{cm^3}=10^{21}\ \mathrm{nm^3}$,

$$
S_v=900\times\frac{10^{18}\ \mathrm{nm^2}}{10^{21}\ \mathrm{nm^3}}
=0.900\ \mathrm{nm^{-1}},
$$

$$
\bar\ell=\frac{4\times0.30}{0.900\ \mathrm{nm^{-1}}}
=\frac{1.20}{0.900}\ \mathrm{nm}=1.33\ \mathrm{nm}.
$$

The reference volume matters. If the 900 m² belonged to each cm³ of pore instead of film, the factor $\phi$ would be absent from (3), and the mean chord would be $4/(0.900\ \mathrm{nm^{-1}})=4.44$ nm. An area given per gram must first be multiplied by the mass density of the porous film, not by that of its solid skeleton.

**A numerical test.** Relation (2) was tested on a pore space made of 2042 overlapping spherical voids of radius 0.832 nm, placed at random in a periodic box of edge 24 nm. Random points gave a porosity of 0.2989, and the fraction of random points on the sphere surfaces that lay outside all other spheres gave a wall area of 895.8 m²/cm³. From these two values, $4V/S=1.335$ nm. Tracing lines through the box gave 96653 chords with a mean of 1.337 nm.

The two results differ by less than 0.2 percent. The porosity was estimated from 300000 points, which alone gives it a relative standard error of $\sqrt{0.7/(0.3\times300000)}$, or about 0.3 percent, so the difference is within the sampling error. Lines along the three box axes gave 1.336, 1.337 and 1.337 nm, consistent with one direction being enough. Each of these means has a sampling error of about 0.004 nm, so agreement to 0.001 nm is partly chance.

### (c) The mean chord in the solid

The solid has volume $(1-\phi)V_f$ and is bounded by the same wall. The derivation of (2) applies to it unchanged:

$$
\bar\ell_s=\frac{4(1-\phi)}{S_v}
=\frac{4\times0.70}{0.900\ \mathrm{nm^{-1}}}=3.11\ \mathrm{nm}.
$$

Adding the two chords gives

$$
\bar\ell+\bar\ell_s=\frac{4\phi+4(1-\phi)}{S_v}=\frac{4}{S_v}=4.44\ \mathrm{nm}.
$$

This is the mean distance along a line from one pore entrance to the next. The fraction of the line inside pores is $\bar\ell/(\bar\ell+\bar\ell_s)=\phi$, as it must be. The 4.44 nm found in (b) by misreading the area is this repeat distance, not a pore size.

The limits are also sensible. At fixed $S_v$, the pore chord tends to zero as $\phi\to0$, and the solid chord tends to zero as $\phi\to1$.

### (d) From chord to diameter

A chord becomes a diameter only after a shape has been assumed. For separate equal pores, $V/S$ of the whole pore space equals $V/S$ of one pore.

**Spheres of diameter $D$.** Here $V=\pi D^3/6$ and $S=\pi D^2$, so

$$
\bar\ell=\frac{4\pi D^3/6}{\pi D^2}=\frac{2D}{3},
\qquad D=\frac32\,\bar\ell=2.00\ \mathrm{nm}.
$$

This can be confirmed without (2). Let $R=D/2$. A line passing at distance $b$ from the centre cuts a chord $2\sqrt{R^2-b^2}$. Lines spread evenly over the shadow disk have distances between $b$ and $b+db$ with probability $2b\,db/R^2$. With $s=R^2-b^2$, so that $2b\,db=-ds$,

$$
\bar\ell=\int_0^R2\sqrt{R^2-b^2}\,\frac{2b\,db}{R^2}
=\frac{2}{R^2}\int_0^{R^2}\sqrt s\,ds
=\frac{2}{R^2}\cdot\frac{2R^3}{3}=\frac{4R}{3}=\frac{2D}{3}.
$$

The mean chord is shorter than the diameter because no chord of a sphere is longer than $D$, and only lines through the centre reach that length.

**Cylinders of diameter $D$ and length $L\gg D$.** The two end faces add the fraction $D/(2L)$ to the wall area, which is 5 percent for $L=10D$ and vanishes for very long pores. Neglecting them, $V=\pi D^2L/4$ and $S=\pi DL$, so

$$
\bar\ell=\frac{4\pi D^2L/4}{\pi DL}=D=1.33\ \mathrm{nm}.
$$

Here the short chords of off-axis lines are balanced by the long chords of lines running obliquely along the cylinder. At $\phi=0.30$ this case is an idealisation. Straight cylinders placed and oriented at random would each overlap a number of others that grows roughly as $2\phi L/D$, so very long ones can stay separate only if they are locally aligned or curved. The result $\bar\ell=D$ needs only long tubes whose directions are spread evenly over the sample as a whole.

The same data therefore give 2.00 nm or 1.33 nm, depending on the shape. If separate spheres have a spread of sizes, summing volumes and areas over all of them gives $\bar\ell=\tfrac23\langle D^3\rangle/\langle D^2\rangle$, where the brackets are averages over the number of pores. The diameter obtained from the chord is then $\langle D^3\rangle/\langle D^2\rangle$, in which large pores carry more weight than in $\langle D\rangle$.

### Comparison with real films

The parameters are chosen to represent a porous organosilicate (SiCOH) film with nanometre-sized pores. Three sources of error can be sized here, each with the other inputs held fixed.

- **Outer faces.** A film of thickness $h=100$ nm has two faces. If these cut the pore space at random, pores open onto a fraction $\phi$ of each. Chords ending there add an area $2\phi/h$ per film volume, which is 6.0 m²/cm³. For lines in all directions, the mean chord falls from 1.333 to 1.325 nm.
- **Porosity error.** By (3), an error of 0.02 in $\phi$ changes $\bar\ell$ by $4\times0.02/S_v=0.089$ nm, or about 7 percent.
- **Anisotropy.** A film that shrinks mainly in thickness can have flattened pores. Variation 1 finds shifts of about 10 percent for moderate flattening.

A larger error can enter through the way the area is measured, which is the subject of Variation 2. The result of 1.33 nm takes 900 m²/cm³ as the true geometric wall area. On the scale of single atoms the wall is not a sharp surface. For separate spheres $\bar\ell=4R/3$, so moving the wall by only 0.05 nm shifts the mean chord by 0.07 nm. For a real film even the first decimal is therefore uncertain.

## Variation 1: flattened pores

*The pores are separate, equal spheroids with vertical symmetry axes and a height-to-width ratio of 0.8. Porosity and wall area are unchanged. Find the mean chords for vertical and for lateral lines.*

Let the half-axes be $a$, $a$ and, vertically, $c=0.8a$. The volume of one pore is $V=4\pi a^2c/3$. A convex pore is cut once by each line that hits it, so by (1) its mean chord is its volume divided by the area of its shadow. The shadow is a disk of area $\pi a^2$ for vertical lines and an ellipse of area $\pi ac$ for lateral lines:

$$
\bar\ell_z=\frac{V}{\pi a^2}=\frac{4c}{3},\qquad
\bar\ell_x=\frac{V}{\pi ac}=\frac{4a}{3}.
$$

To fix the scale we need $S$. Describe the surface by its distance from the axis, $r=a\sin t$, and its height, $z=c\cos t$. A ring has area $2\pi r\sqrt{a^2\cos^2t+c^2\sin^2t}\,dt$. With $\mu=\cos t$ and $k^2=a^2-c^2$,

$$
S=4\pi a\int_0^1\sqrt{c^2+k^2\mu^2}\,d\mu
=2\pi a\left[a+\frac{c^2}{k}\,\mathrm{arsinh}\frac kc\right].
$$

The integral follows from the antiderivative $\tfrac12\big[\mu\sqrt{c^2+k^2\mu^2}+(c^2/k)\,\mathrm{arsinh}(k\mu/c)\big]$, as differentiation confirms, and from $\sqrt{c^2+k^2}=a$. For $c=0.8a$ we have $k=0.6a$ and $\mathrm{arsinh}\,0.75=\ln(0.75+1.25)=\ln2$. Thus

$$
S=2\pi a^2\left[1+\frac{0.64}{0.6}\ln2\right]=4\pi a^2\times0.870 .
$$

For lines spread evenly over all directions, with every chord counted once, the mean is still $4V/S=(4c/3)/0.870$, and the data fix it at 1.333 nm. Therefore

$$
\bar\ell_z=0.870\times1.333\ \mathrm{nm}=1.16\ \mathrm{nm},\qquad
\bar\ell_x=\frac{\bar\ell_z}{0.8}=1.45\ \mathrm{nm}.
$$

Relative to 1.33 nm, the vertical chord is 13 percent shorter and the lateral chord 9 percent longer. The mean chord now depends on the direction of the lines, so lines along an arbitrary single direction no longer suffice.

## Variation 2: an area read by adsorbed molecules

*The true wall area is 900 m²/cm³ and the pores are separate spheres of diameter 2.00 nm. The area is determined by counting the molecules in one adsorbed layer and giving each the area it would cover on a flat wall. The molecules have a radius of roughly 0.18 nm. The porosity is read correctly. What mean chord is inferred?*

The molecules are assumed to enter the pores through openings too small to change $V$ or $S$; fully closed pores would not be read at all. The centres of the adsorbed molecules cannot reach the wall. They lie on a sphere of radius $R-r$, where $R=1.00$ nm is the pore radius and $r=0.18$ nm the molecular radius. In this model the count measures the area of that smaller sphere:

$$
\frac{S_{\mathrm{read}}}{S}=\frac{4\pi(R-r)^2}{4\pi R^2}
=\left(1-\frac rR\right)^2=0.82^2=0.672 .
$$

The area read is $0.672\times900=605\ \mathrm{m^2/cm^3}$. Since $\bar\ell$ is inversely proportional to the area at fixed porosity, the inferred chord is

$$
\bar\ell_{\mathrm{read}}=\frac{1.333\ \mathrm{nm}}{0.672}=1.98\ \mathrm{nm},
$$

about 49 percent above the true value. This shift exceeds those estimated above for the outer faces, the porosity error and the flattened pores. For $R\gg r$ the factor tends to 1 and the error disappears. When $r$ is not small compared with $R$, the picture of a smooth layer of molecules is itself crude, so the result is a rough estimate and not a precise correction. A hard sphere in a close-packed flat layer covers $2\sqrt3\,r^2=0.112\ \mathrm{nm^2}$, so the factor 0.672 stands for about 75 molecules per pore. On the curved wall the densest arrangements found hold 68, which gives a factor of 0.61 and an inferred chord of 2.2 nm. It also assumes that only the layer on the wall is counted. Since $R-3r=0.46$ nm is positive, the pore has room for further molecules inside that layer. If some of them are counted too, the area read rises and the inferred chord falls.

The factor 0.672 belongs to $R=1.00$ nm and cannot be used to correct a reading of 900 m²/cm³. For separate equal spheres $S_v=3\phi/R$, so the area read per film volume is $(3\phi/R)(1-r/R)^2$. A molecule fits into the pore only if $R>r$. Within that range, at fixed $\phi$ and $r$, the area read is largest at $R=3r$, where it equals $4\phi/(9r)=0.741\ \mathrm{nm^{-1}}$, or 741 m²/cm³. With the porosity and molecular radius used here, this smooth-layer formula reaches 900 m²/cm³ for no sphere radius; a porosity of 0.365 or a molecular radius of 0.148 nm would already allow it. The formula fails when a pore holds only a few molecules. At $R=3r$ twelve hard spheres fit on the wall and the count reads 613 m²/cm³, while a pore with $R=0.207$ nm holds one molecule and reads 906 m²/cm³.

The program's results quoted in this sheet are collected in the numerical output below.

## Computed values

```
porosity: 0.30
wall area per film volume: 900 m^2/cm^3
the same area in inverse length: 0.900 nm^-1
four times porosity: 1.20
mean pore chord 4 phi/S_v: 1.333 nm
mean wall (solid) chord: 3.11 nm
sphere diameter with this chord: 2.00 nm
long-cylinder diameter with this chord: 1.33 nm
chord if area were per cm^3 of pore: 4.44 nm
-- simulated pore space (overlapping spherical voids) --
box edge: 24 nm; voids: 2042; radius: 0.832 nm
measured porosity: 0.2989
measured wall area: 895.8 m^2/cm^3
4V/S from these two: 1.335 nm
chords traced: 96653
mean traced pore chord: 1.337 nm
mean along x, y, z: 1.336, 1.337, 1.337 nm
wall chord from V and S: 3.131 nm
mean traced wall chord: 3.133 nm
-- neglected effects --
flattened pores, height/width: 0.8
  vertical mean chord: 1.16 nm
  lateral mean chord: 1.45 nm
film thickness: 100 nm
  area added by cut faces: 6.0 m^2/cm^3
  mean chord with faces: 1.325 nm
porosity error: 0.02
  resulting chord error: 0.089 nm
probe molecule radius (rough): 0.18 nm
  area read / true area, spherical pore: 0.672
  area read: 605 m^2/cm^3
  chord inferred from that area: 1.98 nm
```
